# When Boron-Oxygen Recombination Peaks During Degradation and Regeneration

Take boron-oxygen centres in a silicon wafer at 400 K that degrade at a rate of $4\times10^{-3}\ \mathrm{s^{-1}}$ and regenerate at $5\times10^{-4}\ \mathrm{s^{-1}}$. The corresponding time constants are 250 s and 2000 s, yet the recombination activity peaks at 594 s, which is neither of them, nor their sum or arithmetic mean. The peak time follows from a balance between two flows, and it depends on the logarithm of the rate ratio and on the difference of the rates.

## The kinetic model

Each centre is an inactive precursor, a degraded and recombination-active centre, or a regenerated and inactive centre. Let $A$, $B$ and $C$ be the fractions in these states, with $A+B+C=1$. Both conversions are taken as irreversible and first order, with constant positive rates $k_d$ (degradation) and $k_r$ (regeneration):

$$A'=-k_dA,\qquad B'=k_dA-k_rB,\qquad C'=k_rB. \tag{1}$$

The prime is a time derivative. "Activity" means the recombination rate through the centres at a fixed excess carrier density. Since only degraded centres recombine carriers, it is proportional to $B$.

Let $A(0)=a$, $B(0)=b$ and $C(0)=0$, so that $a+b=1$. The first equation gives $A=a\,e^{-k_dt}$. Multiplying the second by $e^{k_rt}$ turns its terms in $B$ into one derivative:

$$\frac{d}{dt}\left(B\,e^{k_rt}\right)=a\,k_d\,e^{-(k_d-k_r)t}.$$

Integrating from 0 to $t$ for $k_d\neq k_r$, and multiplying by $e^{-k_rt}$, gives

$$B(t)=b\,e^{-k_rt}+\frac{a\,k_d}{k_d-k_r}\left(e^{-k_rt}-e^{-k_dt}\right). \tag{2}$$

For $k_d=k_r=k$ the right-hand side before integration is the constant $ak$, so $B=(b+akt)\,e^{-kt}$.

## The time of the maximum

Let all centres start as precursors: $a=1$, $b=0$. Then $B$ starts at zero, becomes positive and finally decays to zero, so it has a maximum. There $B'=0$, and (1) gives

$$k_dA=k_rB. \tag{3}$$

The activity peaks when centres are being degraded as fast as they are being regenerated. Differentiating (2) and setting the result to zero,

$$-k_r\,e^{-k_rt}+k_d\,e^{-k_dt}=0
\quad\Rightarrow\quad e^{(k_d-k_r)t}=\frac{k_d}{k_r}.$$

The logarithm gives the result:

$$t^*=\frac{\ln(k_d/k_r)}{k_d-k_r}. \tag{4}$$

Numerator and denominator have the same sign, so $t^*>0$ whichever rate is larger. For equal rates, $B=kt\,e^{-kt}$ has $B'=k(1-kt)e^{-kt}$, and $t^*=1/k$.

To see that this is the sole maximum, differentiate the second equation of (1) at a stationary point, where $B'=0$:

$$B''=k_dA'-k_rB'=-k_d^2A=-k_dk_rB<0. \tag{5}$$

The last equality uses (3). Every stationary point is therefore a maximum. Two maxima would need a minimum between them, which (5) forbids.

For the example,

$$t^*=\frac{\ln 8}{(4-0.5)\times10^{-3}\ \mathrm{s^{-1}}}
=\frac{2.0794}{3.5\times10^{-3}\ \mathrm{s^{-1}}}=594\ \mathrm{s}=9.9\ \mathrm{min}.$$

Direct maximization of $B$, computed from the matrix exponential of the rate equations, gives the same time.

## Height, symmetry and limits

Write $r=k_d/k_r$. From (3), $B^*=rA^*=r\,e^{-k_dt^*}$, and from (4), $k_dt^*=\dfrac{r}{r-1}\ln r$. Hence

$$B^*=r^{\,1-r/(r-1)}=r^{-1/(r-1)}. \tag{6}$$

For $r=8$ this is $8^{-1/7}=0.743$. At the peak $A^*=B^*/8=0.093$, and the remaining $0.164$ has already regenerated. Full conversion to the degraded state is thus never reached.

Exchanging the two rates leaves (4) unchanged, because numerator and denominator both change sign. The height does change: replacing $r$ by $1/r$ in (6) gives $r^{-r/(r-1)}=B^*/r$, here 0.093 instead of 0.743. A measured peak time alone therefore cannot tell which rate belongs to which step. Nor can the shape of the curve: by (2) with $b=0$, exchanging the rates divides $B(t)$ by $r$ at every time, so only a calibrated amplitude or outside information assigns the rates.

The limits show what controls the peak:

- For $k_d\gg k_r$, $t^*\approx\ln(k_d/k_r)/k_d$ and $B^*\to1$. Nearly all centres degrade before regeneration matters.
- For $k_r\gg k_d$, $t^*\approx\ln(k_r/k_d)/k_r$ and $B^*\approx k_d/k_r$. Degraded centres are removed almost as soon as they form.
- For $k_d\to k_r$, $t^*\to1/k_r$ and $B^*\to e^{-1}$.

Simple bounds follow from writing $k_d=g\,e^{s}$ and $k_r=g\,e^{-s}$, where $g=\sqrt{k_dk_r}$ and $s=\tfrac12\ln(k_d/k_r)$. Then (4) becomes

$$t^*=\frac{2s}{g(e^s-e^{-s})}=\frac{s}{g\sinh s}. \tag{7}$$

This is even in $s$, so take $s\ge0$, with the value at $s=0$ understood as a limit. Since $\sinh s$ has slope $\cosh s\ge1$ and $\tanh s$ has slope $1/\cosh^2s\le1$, and both vanish at zero, $\tanh s\le s\le\sinh s$. The right inequality gives $t^*\le1/g$. The left one gives $s/\sinh s\ge1/\cosh s$. With $2g\cosh s=k_d+k_r$,

$$\frac{2}{k_d+k_r}\le t^*\le\frac{1}{\sqrt{k_dk_r}}. \tag{8}$$

In the example the bounds are 444 s and 707 s.

## How sharply the peak is defined

Let $\delta=t-t^*$. By (5), the Taylor expansion about the maximum begins

$$B\approx B^*\left(1-\tfrac12k_dk_r\delta^2\right). \tag{9}$$

A relative drop $\epsilon$ is reached at $|\delta|=\sqrt{2\epsilon/(k_dk_r)}$. For $\epsilon=0.01$,

$$|\delta|=\sqrt{\frac{0.02}{2\times10^{-6}\ \mathrm{s^{-2}}}}=100\ \mathrm{s}.$$

The full curve stays within 1% of its maximum from 501 s to 702 s, that is, from 93 s before the peak to 108 s after it. The asymmetry comes from the third derivative. At the peak, $A''=k_d^2A$ and (3) and (5) give

$$B'''=k_dA''-k_rB''=k_d^2k_rB^*+k_dk_r^2B^*=k_dk_r(k_d+k_r)B^*>0,$$

which raises the curve after the peak and lowers it before. If the activity is resolved only to 1%, reading off the highest point thus fixes $t^*$ only to about 100 s either way; a fit to the whole curve can do better.

The decline is much slower than the rise. At late times $e^{-k_dt}$ in (2) is negligible, so $B\approx\frac87e^{-k_rt}$. Setting this to 0.05 gives $t=(2000\ \mathrm{s})\ln(22.9)\approx6260$ s, or 104 min. This late time relies on a constant $k_r$. With the density-dependent trial rates of the last section, regeneration speeds up as the carrier density recovers, and $B=0.05$ is reached after about 51 min. In this model, stopping the treatment after 10 min leaves the wafer near its worst state.

## A wafer that is already partly degraded

For $b>0$, differentiating (2) and setting $B'=0$ gives

$$-k_rb\,e^{-k_rt}+\frac{ak_d}{k_d-k_r}\left(k_d\,e^{-k_dt}-k_r\,e^{-k_rt}\right)=0.$$

Multiply by $(k_d-k_r)e^{k_dt}$ and collect the terms containing $e^{(k_d-k_r)t}$:

$$ak_d^2=k_r\left[ak_d+b(k_d-k_r)\right]e^{(k_d-k_r)t}.$$

Because $a+b=1$, the bracket equals $k_d-bk_r$, and

$$t_b^*=\frac{1}{k_d-k_r}\ln\frac{(1-b)k_d^2}{k_r(k_d-bk_r)}. \tag{10}$$

This is a later maximum only if the activity rises initially. Since $B'(0)=(1-b)k_d-bk_r$, the condition is

$$b<\frac{k_d}{k_d+k_r}. \tag{11}$$

If (11) fails, $B$ falls from the start: a later rise would require a minimum, which (5) excludes. For equal rates, $B'=k(a-b-akt)e^{-kt}$ gives $t_b^*=(a-b)/(ak)$ instead.

The limiting initial fraction in the example is $4/4.5=0.889$. It exceeds the peak height 0.743 because it refers to a wafer with no regenerated centres, which has more precursors left to degrade. For $b=0.3$, the argument of the logarithm in (10) is 5.82, and the peak comes at $1.761/(3.5\times10^{-3}\ \mathrm{s^{-1}})=503$ s.

## Why the lifetime is shortest at the same time

Under constant illumination the excess density falls as the centres degrade, so the link between $B$ and the measured lifetime needs proof. Let $n=n_0+\Delta$ and $p=p_0+\Delta$ be the electron and hole densities, with equal excess densities $\Delta$; charge stored on the centres is neglected. Let $f$ be the electron occupancy of an active centre, $\tau_n$ the electron capture time when $B=1$, and $\kappa$ the ratio of electron to hole capture coefficients. Capture minus emission is

$$U_n=\frac{B}{\tau_n}\left[n(1-f)-n_1f\right],\qquad
U_p=\frac{B}{\kappa\tau_n}\left[pf-p_1(1-f)\right]. \tag{12}$$

Here $n_1$ and $p_1$ describe emission, and detailed balance requires $n_1p_1=n_0p_0=n_i^2$. In steady state $U_n=U_p=U$. Solving this for $f$ gives

$$f=\frac{\kappa n+p_1}{D},\qquad 1-f=\frac{\kappa n_1+p}{D},\qquad D=\kappa(n+n_1)+p+p_1.$$

Substitution into $U_n$ cancels the terms $\kappa nn_1$ and leaves $(B/\tau_n)(np-n_1p_1)/D$. Since $np-n_0p_0=\Delta(n_0+p_0+\Delta)$,

$$U=\frac{B}{\tau_n}u(\Delta),\qquad u=\frac{\Delta(P+\Delta)}{Q+q\Delta}, \tag{13}$$

with $P=n_0+p_0$, $Q=p_0+p_1+\kappa(n_0+n_1)$ and $q=1+\kappa$. This is the Shockley-Read-Hall rate. Its slope is

$$u'(\Delta)=\frac{(P+2\Delta)(Q+q\Delta)-q\Delta(P+\Delta)}{(Q+q\Delta)^2}
=\frac{PQ+2Q\Delta+q\Delta^2}{(Q+q\Delta)^2}>0.$$

Carriers adjust within microseconds to milliseconds, the centres within minutes, so the carriers are in steady state at each stage. With uniform generation rate $G$, no extracted current and a constant background lifetime $\tau_0$,

$$G=\frac{\Delta}{\tau_0}+\frac{B}{\tau_n}u(\Delta). \tag{14}$$

Differentiating at fixed $G$ gives

$$\frac{d\Delta}{dB}=-\frac{u/\tau_n}{1/\tau_0+B\,u'/\tau_n}<0. \tag{15}$$

The effective lifetime $\tau_{\mathrm{eff}}=\Delta/G$ is therefore shortest when $B$ is greatest. If $\tau_0$ itself drifts during the treatment, this conclusion no longer follows.

The example uses $p_0=10^{16}\ \mathrm{cm^{-3}}$, $n_1=3\times10^{14}\ \mathrm{cm^{-3}}$, $\kappa=10$, $\tau_n=30\ \mathrm{\mu s}$ and $\tau_0=300\ \mathrm{\mu s}$. A photocurrent density of $38\ \mathrm{mA/cm^2}$ spread over a thickness of $160\ \mathrm{\mu m}$ gives $G=1.48\times10^{19}\ \mathrm{cm^{-3}s^{-1}}$. The excess density falls from $4.4\times10^{15}$ to $1.0\times10^{15}\ \mathrm{cm^{-3}}$ at the peak. At the latter density the centres contribute $0.0113\ \mathrm{\mu s^{-1}}$ and the background $0.0033\ \mathrm{\mu s^{-1}}$ to $1/\tau_{\mathrm{eff}}$, so the lifetime has dropped from 300 to about $68\ \mathrm{\mu s}$. Minimizing the lifetime numerically gives 594 s, in agreement with (4).

## If degradation is reversible

Heat can return degraded centres to precursors. With rate $k_a$ for this step,

$$A'=-k_dA+k_aB,\qquad B'=k_dA-(k_r+k_a)B. \tag{16}$$

The second equation gives $k_dA=B'+(k_r+k_a)B$. Therefore

$$k_dA'=-k_d\left[B'+(k_r+k_a)B\right]+k_dk_aB=-k_dB'-k_dk_rB.$$

Inserting this into the derivative of the second equation yields

$$B''+(k_d+k_r+k_a)B'+k_dk_rB=0. \tag{17}$$

Its solutions decay at rates $\lambda_\pm$ with sum $k_d+k_r+k_a$ and product $k_dk_r$. For $k_a>0$ they are real and distinct, since the sum exceeds $k_d+k_r\ge2\sqrt{k_dk_r}$. With $B(0)=0$ and $B'(0)=k_d$,

$$B=\frac{k_d}{\lambda_+-\lambda_-}\left(e^{-\lambda_-t}-e^{-\lambda_+t}\right),\qquad
t^*=\frac{\ln(\lambda_+/\lambda_-)}{\lambda_+-\lambda_-}. \tag{18}$$

In the form (7), $g$ is unchanged by $k_a$, while $2g\cosh s=\lambda_++\lambda_-$ grows, and with it $s$. The derivative of $s/\sinh s$ has the sign of $\sinh s-s\cosh s$, negative for $s>0$ because $\tanh s<s$. Annealing thus makes the peak earlier when $k_d$ and $k_r$ are held fixed. A trial value $k_a=2\times10^{-4}\ \mathrm{s^{-1}}$ gives $\lambda_+=4.23\times10^{-3}$ and $\lambda_-=4.73\times10^{-4}\ \mathrm{s^{-1}}$. The peak moves to 583 s, 1.8% earlier, and its height falls from 0.743 to 0.718.

## Comparison with real wafers

The parameters are round values chosen for illustration, not measurements on a particular wafer. In boron-doped Czochralski silicon the real rates vary widely with temperature, illumination, hydrogen content and earlier heat treatment. Real wafers break the assumption of two constant rates. The following shifts are relative to 594 s and hold for the stated trial laws. If 20% of the centres form ten times faster, with the same regeneration rate and capture properties, the peak comes 9.6% earlier. If $k_r\propto\Delta$ and $k_d\propto(p_0+\Delta)^2$, with the stated rates holding at the peak density of the simple model, $\Delta=1.013\times10^{15}\ \mathrm{cm^{-3}}$, it comes 8.6% earlier. This shift is sensitive to the reference density: with $1.0\times10^{15}\ \mathrm{cm^{-3}}$ the peak is at 539 s instead of 543 s. A return of regenerated centres to precursors at $10^{-5}\ \mathrm{s^{-1}}$ delays it by 0.1%. These three effects and annealing together bring the peak to 486 s, 18% earlier. A temperature deviation of 5 K shifts the peak by more than these four effects together: with rough activation energies of 0.5 eV for degradation and 1.0 eV for regeneration, (4) gives 759 s at 395 K and 467 s at 405 K. For these numbers, the "about ten minutes" computed at 400 K shifts by more than a fifth if the wafer is 5 K warmer or cooler, and by nearly a fifth if all four trial effects are present. The shifts can cancel or add. With all four effects present and only $k_d$ and $k_r$ rescaled with temperature, the peak is at 632 s at 395 K (6% later than 594 s) and at 372 s at 405 K (37% earlier). The computed values are collected in the numerical output.

## Calculated quantities

```
temperature: 400 K
degradation rate kd: 4.0e-03 1/s
regeneration rate kr: 5.0e-04 1/s
rate ratio kd/kr: 8.0
ln(kd/kr): 2.0794
kd - kr: 3.50e-03 1/s
peak time, formula: 594.1 s = 9.90 min
peak time, matrix exponential: 594.1 s
lower bound 2/(kd+kr): 444.4 s
upper bound 1/sqrt(kd kr): 707.1 s
A, B, C at peak: 0.0929, 0.7430, 0.1641
peak B with rates exchanged: 0.0929
1% half-width, parabola: 100.0 s
1% window, full curve: 501.0 to 702.3 s
B falls to 0.05 at: 6259 s = 104.3 min
peak time if B(0)=0.3: 503.1 s
largest B(0) with later peak: 0.8889
hole density p0: 1.0e+16 cm^-3
intrinsic density ni: 5.0e+12 cm^-3
SRH densities n1, p1: 3.0e+14, 8.3e+10 cm^-3
capture ratio kappa: 10
electron capture time at B=1: 30 us
background lifetime: 300 us
photocurrent density: 38 mA/cm^2
wafer thickness: 160 um
generation rate: 1.482e+19 cm^-3 s^-1
excess density at start: 4.447e+15 cm^-3
excess density at peak: 1.013e+15 cm^-3
effective lifetime at peak: 68.4 us
time of minimum lifetime: 594.1 s
trial rates B->A, C->A: 2.0e-04, 1.0e-05 1/s
fast share, rate factor: 0.2, 10
annealing B->A: t=583.4 s, shift=-1.8%, B=0.718
loss C->A: t=594.7 s, shift=+0.1%, B=0.743
fast-forming share: t=537.0 s, shift=-9.6%, B=0.747
density-dependent rates: t=543.2 s, shift=-8.6%, B=0.715
all four together: t=485.7 s, shift=-18.3%, B=0.704
activation energies d, r: 0.5, 1.0 eV
peak time at 395 K: 758.7 s
peak time at 405 K: 467.0 s
```
